\section*{Comment on phase coherence and spin memory in giant magnetoresistance}

\section{The argument under review}

The manuscript considers two ferromagnetic layers separated by a nonmagnetic spacer, with current perpendicular to the layers. It argues as follows. The resistance depends on the relative orientation of the two magnetizations. An electron must therefore carry information from one layer to the other. Electrons are waves, so this information is carried by interference between waves scattered at the two layers. Giant magnetoresistance should then disappear once the phase is lost inside the stack.

The first inference is sound for this geometry, but the second needs examination. An electron carries a spin as well as an orbital phase, and a collision can randomize the phase without turning the spin. The question is what remains of the effect when the phase is lost between the layers and the spin is kept.

\section{Two layers without phase memory}

Take collinear magnetizations and, for the moment, no spin flips. Each spin then forms its own channel. Let layer $i$ transmit an electron of given spin with probability $T_i$ and reflect it with probability $Q_i=1-T_i$. These probabilities may come from a quantum calculation for each layer; phase memory is absent only between layers. Probabilities, not amplitudes, are then added over the possible numbers of internal round trips:
\begin{equation}
T=T_1T_2\sum_{n=0}^{\infty}(Q_1Q_2)^n=\frac{T_1T_2}{1-Q_1Q_2}.
\label{eq:inc}
\end{equation}
Since $1-Q_1Q_2=1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2$,
\begin{equation}
\frac1T=\frac1{T_1}+\frac1{T_2}-1
=1+\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\label{eq:series}
\end{equation}
Thus $(1-T)/T$ is additive. Treating the pair as one scatterer and adding a third extends the rule to any number of layers.

With $M$ equivalent modes per spin, the conductance of one spin channel is $(Me^2/h)T$. Its resistance is $h/(Me^2)$ times the right-hand side of (\ref{eq:series}): a contact term plus one series resistor per layer. Let $r_+$ and $r_-$ be the resistances of one layer for majority and minority spins, and let $r_N$ collect the spin-independent series resistance of one channel, here the contact term. Define
\begin{equation}
S=r_++r_-+r_N,\qquad \delta=r_--r_+ .
\end{equation}
In the parallel state (P), one spin is majority in both layers and the other is minority in both. Their resistances are $2r_++r_N=S-\delta$ and $2r_-+r_N=S+\delta$. In the antiparallel state (AP), each spin meets one resistor of each kind, so both channels have resistance $S$. The two channels conduct side by side:
\begin{align}
R_P&=\frac{(S-\delta)(S+\delta)}{(S-\delta)+(S+\delta)}
=\frac{S^2-\delta^2}{2S},\qquad R_{AP}=\frac S2,\\
R_{AP}-R_P&=\frac{\delta^2}{2S},\qquad
\frac{R_{AP}-R_P}{R_P}=\frac{\delta^2}{S^2-\delta^2}.
\label{eq:gmr}
\end{align}
The last ratio is called GMR below. For positive resistances $S>|\delta|$, so it is positive whenever $r_+\ne r_-$. The parallel state has one easy channel, which carries more current than the other; the antiparallel state has none. No interference enters.

As an example, take $T_+=0.8$, $T_-=0.4$ and $M=1000$. The layer resistances in units of $h/(Me^2)=25.813\,\Omega$ are $0.2/0.8=0.25$ and $0.6/0.4=1.5$. Equation (\ref{eq:series}) gives
\begin{align}
\text{P:}\quad &T_\uparrow+T_\downarrow=\frac1{1.5}+\frac1{4}=0.9167,
&R_P&=28.16\,\Omega,\\
\text{AP:}\quad &T_\uparrow+T_\downarrow=\frac2{2.75}=0.7273,
&R_{AP}&=35.49\,\Omega .
\end{align}
The GMR is $0.9167/0.7273-1=26.0\%$, with no phase memory between the layers.

\section{What coherence changes}

Now restore the phase. Give each layer the transmission amplitude $\sqrt{T_i}$ and reflection amplitude $i\sqrt{Q_i}$, and let one crossing of the spacer add a phase $\varphi$. A round trip contributes the factor $(i\sqrt{Q_1})(i\sqrt{Q_2})e^{2i\varphi}=-qe^{2i\varphi}$, with $q=\sqrt{Q_1Q_2}<1$. Summing amplitudes and squaring gives
\begin{equation}
T(\varphi)=\left|\frac{\sqrt{T_1T_2}\,e^{i\varphi}}{1+qe^{2i\varphi}}\right|^2
=\frac{T_1T_2}{1+q^2+2q\cos2\varphi}.
\end{equation}
To average over a uniformly distributed phase, use the geometric series
\begin{equation}
\frac{1-q^2}{|1+qe^{2i\varphi}|^2}
=\operatorname{Re}\frac{1-qe^{2i\varphi}}{1+qe^{2i\varphi}}
=1+2\sum_{n=1}^{\infty}(-q)^n\cos2n\varphi .
\end{equation}
Every cosine averages to zero, so $\langle T\rangle=T_1T_2/(1-q^2)$, which is (\ref{eq:inc}). For two scatterers, phase averaging of the conductance reproduces the series resistors. The equality does not extend to longer coherent chains: for three layers with $T_i=0.4$, averaging over both spacer phases gives $\langle T\rangle=0.151$, while the series rule gives $0.182$.

With the transmissions above and one common $\varphi$ for both spins and both states, a scan over 400 equally spaced phases gives a GMR between $13.75\%$ and $43.59\%$. Coherence can therefore lower or raise the effect relative to its dephased value of $26.0\%$. In this example, where all channels share one phase, it controls the size of the effect, not its existence. Spin-dependent reflection phases widen the range: with minority reflection amplitude $-i\sqrt{Q}$ and $\varphi=0$, the sums of $T$ are $0.507$ (P) and $1.498$ (AP), a GMR of $-66\%$. Coherence can thus cancel or invert the effect, but it is not needed to produce it.

\section{Does the conclusion survive in a whole multilayer?}

Let there be an even number $N$ of identical magnetic layers, half of them reversed in the AP state, with phase memory lost between every pair of neighbours. Put
\begin{equation}
H=r_N+\frac N2(r_++r_-),\qquad D=\frac N2(r_--r_+),
\end{equation}
where $r_N$ is now the total spin-independent resistance of one channel. The P channels have resistances $r_N+Nr_\pm=H\mp D$, and both AP channels have resistance $H$. The algebra leading to (\ref{eq:gmr}) then gives
\begin{equation}
\mathrm{GMR}=\frac{D^2}{H^2-D^2}.
\end{equation}
For $N=20$ and the same layer transmissions, in units of $h/(Me^2)$, $H=1+10(1.75)=18.5$ and $D=10(1.25)=12.5$. The GMR is $156.25/(342.25-156.25)=84.0\%$. It exceeds the two-layer value because the fixed contact resistance is now a smaller part of the total. Spacer resistance, omitted in this example, would add to $r_N$.

The sums do not depend on the order of the layers: alternating magnetizations and two oppositely magnetized blocks give the same AP resistance. This holds because each spin is assumed to keep its identity through the whole stack, an assumption that must now be relaxed.

\section{The memory that is required}

Return to two magnetic layers, and let spins flip in a spacer extending from $x=-d/2$ to $d/2$. The magnetic layers are thin enough for flips inside them to be neglected, and each outer reservoir holds both spins at one potential. The contact term of the earlier sections is omitted here. The spacer is treated as diffusive, which requires a mean free path short compared with both $d$ and the spin-diffusion length defined below. Resistances are now multiplied by area, and currents are current densities. Let $r'$ be the spacer resistance per length for one spin, and $g$ the conductance per length between the two spin channels:
\begin{equation}
\frac{dV_{\uparrow,\downarrow}}{dx}=-r'I_{\uparrow,\downarrow},\qquad
\frac{dI_\uparrow}{dx}=-g(V_\uparrow-V_\downarrow)=-\frac{dI_\downarrow}{dx}.
\end{equation}
The total current $I=I_\uparrow+I_\downarrow$ is constant. For $V_s=V_\uparrow-V_\downarrow$ and $J=I_\uparrow-I_\downarrow$, subtraction gives $V_s'=-r'J$ and $J'=-2gV_s$. Hence
\begin{equation}
V_s''=\frac{V_s}{\ell^2},\qquad \frac1{\ell^2}=2gr',
\end{equation}
which defines the spin-diffusion length $\ell$.

Let up be the majority spin in the left layer, and write $s=r_++r_-$. With $I_{\uparrow,\downarrow}=(I\pm J)/2$, the voltage drops in that layer give
\begin{equation}
V_s(-d/2)=-r_+I_\uparrow+r_-I_\downarrow=\tfrac12(\delta I-sJ),
\label{eq:bc}
\end{equation}
with $J$ taken at $x=-d/2$. In the P state, reflection about the centre combined with reversal of all voltages leaves the problem unchanged, so $V_s$ is odd and proportional to $\sinh(x/\ell)$. In the AP state the two spins must also be exchanged, so $V_s$ is even and proportional to $\cosh(x/\ell)$. With $z=r'\ell$, the relation $J=-V_s'/r'$ gives at the left edge
\begin{equation}
V_s=zJ_P\,\tau\quad\text{(P)},\qquad V_s=zJ_{AP}/\tau\quad\text{(AP)},\qquad
\tau=\tanh\frac{d}{2\ell}.
\end{equation}
Insertion in (\ref{eq:bc}) yields
\begin{equation}
J_P=\frac{\delta I}{s+2z\tau},\qquad
J_{AP}=\frac{\delta I}{s+2z/\tau}.
\end{equation}

The resistance follows from the mean potential of the two spins. Its drop across the left layer is $(r_+I_\uparrow+r_-I_\downarrow)/2=(sI-\delta J)/4$. By symmetry the right layer contributes the same amount, and the spacer adds $r'dI/2$. Therefore
\begin{equation}
R=\frac{r'd+s}{2}-\frac{\delta J}{2I}.
\label{eq:R}
\end{equation}
Subtracting the two states gives
\begin{equation}
\Delta R=R_{AP}-R_P=\frac{\delta^2}{2}\,
\frac{2z(1/\tau-\tau)}{s^2+4z^2+2sz(\tau+1/\tau)}.
\end{equation}
Since $1/\tau-\tau=2/\sinh(d/\ell)$ and $1/\tau+\tau=2\cosh(d/\ell)/\sinh(d/\ell)$,
\begin{equation}
\Delta R=\frac{2z\delta^2}
{(s^2+4z^2)\sinh(d/\ell)+4sz\cosh(d/\ell)}.
\label{eq:vf}
\end{equation}
For $\ell\to\infty$ at fixed $d$, the denominator approaches $4z(r'd+s)$, and (\ref{eq:gmr}) returns with $r_N=r'd$. For $d\gg\ell$, both hyperbolic functions approach $e^{d/\ell}/2$, and
\begin{equation}
\Delta R\simeq\frac{4z\delta^2}{(s+2z)^2}\,e^{-d/\ell}.
\end{equation}
The decay length is that of spin memory. A phase-coherence length appears nowhere.

Take $r_+=0.5$ and $r_-=2.0\,\mathrm{f\Omega\,m^2}$, with $r'=0.04\,\mathrm{f\Omega\,m^2}$ per nm. For $d=\ell=100$ nm, $s=2.5$, $\delta=1.5$ and $z=4$ in $\mathrm{f\Omega\,m^2}$, so
\begin{equation}
\Delta R=\frac{2(4)(1.5)^2}{70.25\sinh1+40\cosh1}
=0.125\,\mathrm{f\Omega\,m^2}.
\end{equation}
Equations (\ref{eq:R}) and (\ref{eq:vf}) give the following values, with resistances in $\mathrm{f\Omega\,m^2}$:
\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm) & $\ell$ (nm) & $R_P$ & $\Delta R$ & GMR (\%)\\
5 & 100 & 0.933 & 0.413 & 44.3\\
100 & 10000 & 3.077 & 0.173 & 5.6\\
100 & 100 & 3.068 & 0.125 & 4.1\\
100 & 10 & 2.909 & $1.5\times10^{-5}$ & 0.0005
\end{tabular}
\end{center}
Two different losses are visible. Without any flips, (\ref{eq:gmr}) gives $44.6\%$ at 5 nm and $5.6\%$ at 100 nm; this reduction is dilution by spacer resistance. In the last three rows only $\ell$ changes, and the further reduction comes from spin flips. A fall of GMR with spacer thickness is therefore not, by itself, evidence of lost phase coherence.

The table illustrates the equations and does not predict values for a particular metal. The chosen $r'$ corresponds to a resistivity of $2\,\mu\Omega\,\mathrm{cm}$, since the two spins conduct in parallel. In a free-electron metal with the electron density of copper, this implies a mean free path of about 33 nm. The diffusion equations would then not apply to the row with $\ell=10$ nm, nor strictly inside a 5 nm spacer, and would hold only marginally for $d=100$ nm. The omitted contact term, about $1.8\,\mathrm{f\Omega\,m^2}$ per spin at this density, would be comparable with the layer resistances; split equally between the two ends, it lowers the GMR of the first row to about $13\%$ and of the third to about $2.2\%$.

\section{Current in the plane}

The perpendicular result cannot simply be transferred to current flowing along the layers. If each layer has a local conductivity, its two spin contributions have the same sum for either magnetization direction. The layers then conduct in parallel, and the total is unchanged on reversal. To obtain GMR, electrons must sample differently magnetized layers between collisions.

That condition still does not require phase coherence. Consider a periodic F/N/F/N stack, with F magnetic and N nonmagnetic, equal layer thicknesses $w$, equal electron speeds in all layers and no interface reflection. For direction cosine $\mu$ relative to the layer normal, the scaled response $g_\mu(z)$ to the in-plane field obeys the Boltzmann equation
\begin{equation}
\mu\frac{dg_\mu}{dz}+\frac{g_\mu}{\lambda(z)}=1,\qquad
\sigma\propto\frac32\int_0^1(1-\mu^2)\langle g_\mu\rangle\,d\mu ,
\end{equation}
where $z$ is now position, $\lambda$ is the mean free path for the given spin and the brackets average over one period. Integrating the equation over a period removes the derivative and leaves $\langle g_\mu/\lambda\rangle=1$. When $w\ll\mu\lambda$ in every layer, $g_\mu$ is nearly constant and equals $1/\langle1/\lambda\rangle$. Scattering rates are then averaged in series, although the current flows along the layers.

Let $\lambda=10$ nm for majority spins and in the spacer, and 2 nm for minority spins. In the P state the mean inverse paths are 0.1 and $0.3\,\mathrm{nm}^{-1}$; in the AP state both are $0.2\,\mathrm{nm}^{-1}$. The thin-layer limit is
\begin{equation}
\mathrm{GMR}=\frac{1/0.1+1/0.3}{2/0.2}-1=33.3\%.
\end{equation}
For finite $w$, $g_\mu$ relaxes exponentially towards the local $\lambda$ within each layer. Joining these solutions periodically and integrating over $\mu$ by Gauss--Legendre quadrature gives $21\%$, $1.2\%$ and $0.001\%$ for $w=1$, 10 and 50 nm. Memory of one magnetic layer crosses a spacer with the factor $e^{-w/(\mu\lambda)}$, so the controlling length here is set by the mean free path. Since $\mu<1$, the angular average falls faster than $e^{-w/\lambda}$ and is not a single exponential.

\section{Requested revision}

The manuscript should replace its requirement of phase coherence by the condition proper to each geometry: spin memory between the magnetic layers for perpendicular current, and, for in-plane current, a mean free path long enough to connect them, with the spin kept during that flight. Observing GMR does not establish coherent transmission. A claim of coherence needs evidence that depends on $\varphi$, such as a resistance that follows the interference phase when the phase is varied with the scattering probabilities held fixed.
